\section*{First-passage propagation of lattice defects with bounded arithmetic per event}

\section{One coordinate between two walls}

A defect starts at site $0$ of a line and hops at unit rate to each neighbour. Absorbing walls stand at $x=\pm2$. Let $p_0$ be the probability of being at the centre and $q$ that of being at either $x=1$ or $x=-1$. Then
\begin{equation}
\dot p_0=-2p_0+q,\qquad \dot q=2p_0-2q,
\end{equation}
because half the hops from the side sites return to the centre and half are absorbed. With $p_0(0)=1$ and $q(0)=0$,
\begin{equation}
p_0=e^{-2t}\cosh\sqrt2\,t,\qquad q=\sqrt2\,e^{-2t}\sinh\sqrt2\,t .
\end{equation}
The survival probability is $S=p_0+q$. Each part integrates to $2/(4-2)=1$, so the mean exit time is $2$. At total hop rate $2$ this is four hops. Solving $S(t)=u$ for a uniform random number $u$ gives the exit time in one draw, and a fair coin gives the wall. The intermediate hops need not be generated.

The scheme below does this for wider intervals, three coordinates and several defects.

\section{Model and exit law}

Defects hop independently on a simple cubic net of spacing $a$, at rate $g$ to each neighbour. Two defects meet when they become nearest neighbours; before that they do not interact. Time is in units of $1/g$ and length in units of $a$ until the example. The diffusivity is $D=ga^2$.

A defect is enclosed in a cube centred on its site, with absorbing faces at distance $h$. Hops along different axes are independent Poisson processes, so until exit the three coordinates are independent. Each obeys
\begin{equation}
\dot p(x,t)=p(x-1,t)+p(x+1,t)-2p(x,t),\quad p(\pm h,t)=0 .
\end{equation}
The start is symmetric, so even modes $\cos\theta x$ suffice. The walls require $\cos\theta h=0$, and inserting the mode gives its decay rate:
\begin{equation}
\theta_k=\frac{(2k-1)\pi}{2h},\quad
\lambda_k=2-2\cos\theta_k=4\sin^2\frac{\theta_k}{2},\quad k=1,\ldots,h .
\end{equation}
For the normalization, write $\cos^2\theta_kx=\tfrac12(1+\cos2\theta_kx)$. The sum of $\cos2\theta_kx$ over $2h$ consecutive sites is zero. The interior omits $x=h$, where this cosine is $-1$, so the interior sum is $+1$ and
\begin{equation}
\sum_{x=1-h}^{h-1}\cos^2\theta_kx=\frac{2h-1}{2}+\frac12=h .
\end{equation}
The hop matrix is symmetric, so modes with different rates are orthogonal. A start at $x=0$ therefore gives every mode the coefficient $1/h$:
\begin{equation}
p(x,t)=\frac1h\sum_{k=1}^{h}\cos(\theta_kx)\,e^{-\lambda_kt}. \label{p}
\end{equation}
Survival requires the sum of each mode over the interior,
\begin{align}
\sum_{x=1-h}^{h-1}\cos\theta_kx
&=\frac{\sin[(h-\frac12)\theta_k]}{\sin(\theta_k/2)}\nonumber\\
&=\frac{\sin h\theta_k\cos(\theta_k/2)-\cos h\theta_k\sin(\theta_k/2)}{\sin(\theta_k/2)}\nonumber\\
&=(-1)^{k+1}\cot(\theta_k/2),
\end{align}
since $\cos h\theta_k=0$ and $\sin h\theta_k=(-1)^{k+1}$. Hence
\begin{equation}
S(t)=\frac1h\sum_{k=1}^{h}(-1)^{k+1}\cot\frac{\theta_k}{2}\,e^{-\lambda_kt}. \label{S}
\end{equation}

The cube survives with probability $S^3$, so its exit time solves $S(t)=u^{1/3}$. By symmetry the exit axis and sign are uniform. The other two coordinates have not reached their walls; each is drawn from $p(x,t)/S(t)$. For $h=1$ this is an ordinary hop, with total rate $6$.

\section{Hops replaced by one exit}

The total hop rate is $6$, so the mean number of hops before exit is
\begin{equation}
N_h=6\int_0^\infty S(t)^3\,dt .
\end{equation}
With $w_k=(-1)^{k+1}\cot(\theta_k/2)/h$, this integral is the triple sum of $w_iw_jw_k/(\lambda_i+\lambda_j+\lambda_k)$. Evaluating it gives $N_h/h^2=1.349$ at $h=64$ and the same rounded value at $h=262144$.

A hop changes $|\mathbf x|^2$ by $1\pm2x_i$, whose mean is $1$. Thus $|\mathbf x|^2$ minus the hop number has constant mean, and $N_h$ is also the mean squared exit displacement. The exit axis supplies $h^2$. Each of the other two supplies about $(1.349-1)h^2/2=0.175h^2$.

For large $h$ at fixed $\tau=t/h^2$, $\lambda_kt\to(2k-1)^2\pi^2\tau/4$ and $w_k\to4(-1)^{k+1}/[(2k-1)\pi]$. The exit law then depends on $\tau$ alone, which is the Brownian limit.

\section{Why the arithmetic is bounded}

Two costs could grow with $h$: the mode sums and the position draw. Take $h\ge16$ and $\tau\ge0.005$ first.

Multiply \eqref{p} by $\cos\theta_1x$ and sum over $x$. Orthogonality leaves $e^{-\lambda_1t}$, and $\cos\theta_1x\le1$, so $S(t)\ge e^{-\lambda_1t}$. What matters is therefore decay relative to the slowest mode:
\begin{align}
\lambda_k-\lambda_1&=2(\cos\theta_1-\cos\theta_k)\nonumber\\
&=4\sin\frac{k\pi}{2h}\sin\frac{(k-1)\pi}{2h}
\ge\frac{4k(k-1)}{h^2}, \label{gap}
\end{align}
using $\sin y\ge2y/\pi$ for $0\le y\le\pi/2$. At $\tau=0.005$ the first mode beyond $k=40$ is suppressed by at least $e^{-32.8}$. Later modes fall faster still, so forty modes leave a relative error in $p(0,t)$ of order $10^{-14}$ or less, whatever $h$ is.

For the position, propose a uniform site among the $2h-1$ interior sites and accept it with probability $p(x,t)/p(0,t)$. This needs the maximum to be at the centre. Let $d(x)=p(x)-p(x+1)$ for $0\le x<h$. All $d(x)$ start nonnegative. Their rate equations couple each difference to its neighbours with nonnegative coefficients; at the centre, for $h>1$, $\dot d(0)=-3d(0)+d(1)$. No difference can become negative, so $p$ falls away from the centre. The expected number of proposals obeys
\begin{equation}
\frac{(2h-1)p(0,t)}{S(t)}
\le2\sum_{k\ge1}e^{-4k(k-1)\tau}, \label{trials}
\end{equation}
which is finite and independent of $h$ for $\tau\ge0.005$. At $\tau=0.005$ and $h=65536$, direct evaluation of the left side gives $7.98$.

Earlier exits are neglected. Reflection bounds their probability by $4P(X\ge h)$ per axis, where $X$ is the free displacement. For any $s>0$,
\begin{equation}
P(X\ge h)\le\exp[-sh+2t(\cosh s-1)] .
\end{equation}
Set $t=0.005h^2$ and minimize over $s$, which gives $\sinh s=100/h$. The minimized exponent changes with $h$ at rate $-s+2\tanh(s/2)<0$, so the bound is largest at $h=16$. There it is $4e^{-26.87}$, below $10^{-11}$. The complete mode sum at $h=16$ gives the smaller value $4.9\times10^{-13}$.

An interruption may also come before $\tau=0.005$. For $h\ge16$ the walls are then ignored with the same small error, and each coordinate is the difference of two Poisson numbers of mean $t$. A Poisson generator with bounded expected cost is required. For $h<16$ there are at most $15$ modes and, because $p(0,t)\le S(t)$, at most $29$ expected proposals.

In the implementation measured here, exit times are found by $45$ bisections with $40$ modes, or $1800$ mode terms. Positions are proposed in batches of $16$, costing $640$ terms per batch. The table sets the term count, averaged over $1500$ exits, beside the mean hop number $N_h$ from the mode sum:

\begin{center}
\begin{tabular}{rrr}
$h$ & mean hops & terms per exit\\
64 & $5.53\times10^3$ & 2440\\
1024 & $1.41\times10^6$ & 2440\\
262144 & $9.27\times10^{10}$ & 2440
\end{tabular}
\end{center}

The count is $1800+640$: second batches were too rare to change the rounded average.

\section{Several defects}

Let $d_{ij}$ be the largest of the three coordinate separations between cube centres, taken the short way round a periodic box. Require
\begin{equation}
d_{ij}\ge h_i+h_j+1\quad\text{or}\quad h_i=h_j=1. \label{safe}
\end{equation}
In the first case defect $i$, even on its face, is at most $h_i$ from its centre, while $j$ is at most $h_j-1$ from its own. Their separation is at least $2$ along some axis, so they are not neighbours and no meeting is missed. In the second case both positions are known, and a meeting is seen when one defect hops.

\begin{verbatim}
bare = all defects
repeat
  for i in bare (the list may grow):
    for each j with h[j] > 1:
      if d(i,j) - h[j] - 1 < h[j]:
        draw x[j] from p/S at its current age
        discard j's cube and exit; add j to bare
  for i in bare:
    room = d(i,j) - h[j] - 1     if j has a cube
           floor((d(i,j) - 1)/2) if j is bare
    h[i] = max(1, min(box/2, all rooms))
    draw exit time and displacement of i
  advance to the earliest exit
  move that defect and discard its cube
  if it has a nearest neighbour: report meeting
  bare = [the moved defect]
\end{verbatim}

When $i$ exits at time $t$, all that has been used about another defect $j$ is that its exit lies later than $t$. If $j$ is undisturbed, its scheduled exit is already a draw from the correct conditional law and is kept. If $j$ is interrupted, its position given survival to $t$ follows $p/S$ on each axis. The Markov property then permits a fresh cube and a fresh exit.

The decision to interrupt must use the geometry, not $j$'s scheduled exit. Suppose only defects due to survive until $2t$ were interrupted, but were still placed from $p/S$ at $t$. For $h=8$ and $t=12.8$, that placement has variance $11.6$ sites$^2$ per axis. The correct variance given survival to $2t$ is $8.2$ sites$^2$, because late survivors tend to be nearer the centre. These values follow from propagating the one-coordinate hop matrix.

\section{Events per meeting}

Bounded cost per exit does not fix the number of exits before a meeting. Consider two defects in a periodic box of $V=L^3$ sites. A hop by either one moves their separation $\mathbf r$ by one step. Compare this with a walk that may continue to $\mathbf r=0$, and let $H(\mathbf r)$ be its mean hops to the origin. Away from the origin, $H$ minus its neighbour average is $1$. That difference sums to zero over the box, so at the origin it is $-(V-1)$. Since $H(0)=0$, each neighbour of the origin has $H=V-1$ by symmetry.

The source $1-V\delta_{\mathbf r,0}$ has Fourier amplitude $-V$ at every $\mathbf q\ne0$. With $\phi=(\cos q_x+\cos q_y+\cos q_z)/3$, dividing by $1-\phi$ and fixing $H(0)=0$ gives
\begin{equation}
H(\mathbf r)=\sum_{\mathbf q\ne0}
\frac{1-\cos\mathbf q\cdot\mathbf r}{1-\phi(\mathbf q)} .
\end{equation}
The walk must pass a neighbour of the origin first. For starts outside contact, subtracting $V-1=\sum_{\mathbf q\ne0}1$ leaves the mean hops to a meeting:
\begin{equation}
M(\mathbf r)=\sum_{\mathbf q\ne0}
\frac{\phi(\mathbf q)-\cos\mathbf q\cdot\mathbf r}{1-\phi(\mathbf q)} . \label{M}
\end{equation}

For distant starts $M$ grows as $L^3$. The event count can be estimated by distance. Well outside contact, the hops spent at separations between $r$ and $r+dr$ scale as $r^2dr$. An exit from a cube of width proportional to $r$ replaces a number of hops proportional to $r^2$. Each interval $dr$ thus contributes equally, and events should grow as $L$ for large $L$.

The table starts the pair at $\mathbf r=(L/2,L/2,L/2)$. Here $M$ comes from \eqref{M}. The events are exits plus interruptions, estimated as simulated events per hop times $M$, with simulated hops inferred from elapsed time at total rate $12$.

\begin{center}
\begin{tabular}{rrrrr}
$L$ & runs & $M$ & events & $M$/events\\
16 & 200 & 1869 & 472 & 4.0\\
32 & 50 & 15928 & 858 & 19\\
64 & 24 & 131389 & 1555 & 84
\end{tabular}
\end{center}

From $L=16$ to $64$ hops grow by a factor of $70$ and events by $3.3$, an effective exponent of $0.86$. The event counts carry sampling noise of several per cent, so the exponent is known only as about $0.9$. These few sizes are compatible with slow growth but do not establish the asymptotic linear law. At $L=64$ the $24$ runs averaged $107176$ hops, $18\%$ below $M$. For nearly exponential meeting times the expected relative scatter of such a mean is $1/\sqrt{24}=20\%$.

\section{Stability and failure modes}

There is no time step and hence no step-size instability. The bisection bracket is $20h^2$ wide, so $45$ halvings resolve time to about $6\times10^{-13}h^2$. A long run can lose digits when short waits are added to a large clock; shifting the time origin cures this.

Crowding removes the gain: cubes shrink to $h=1$ and the scheme becomes ordinary hopping. One exit may interrupt several neighbours, each at most once, and each redraw is a separate cost. Neighbour search and the event queue also depend on the number of defects. Unequal hop rates need only a separate time scale for each defect. Drift changes the mode formulas, and longer-ranged forces break the independence of the cubes.

\section{Vacancies in a silicide under oxide}

Cobalt disilicide is a metal with the fluorite structure. Its silicon sites form a simple cubic net of roughly $0.27$ nm spacing, set to $0.268$ nm in the model, and metallic screening suppresses long-range Coulomb forces. Elastic forces between vacancies are neglected. Consider silicon vacancies in such a layer while oxide grows on it. Cobalt motion is left out, and the model does not decide which species carries the transport in the real process. The barrier of $1.5$ eV, attempt rate of $10^{13}$ s$^{-1}$ and temperature of $1000$ K are round model parameters. With $k_BT=0.086173$ eV,
\begin{align}
g&=10^{13}e^{-1.5/0.086173}\ \mathrm{s^{-1}}
=2.76\times10^5\ \mathrm{s^{-1}},\\
D&=g(2.68\times10^{-8}\ \mathrm{cm})^2
=1.98\times10^{-10}\ \mathrm{cm^2/s}.
\end{align}
Two vacancies in the $L=64$ box, $17.2$ nm wide, occupy a site fraction of $7.6\times10^{-6}$. From maximal separation their mean time to a first meeting is
\begin{equation}
\frac{M}{12g}=\frac{131389}{12(2.76\times10^5\ \mathrm{s^{-1}})}
=0.040\ \mathrm{s}=40\ \mathrm{ms}.
\end{equation}

A real layer has faces that can absorb vacancies. In a layer of thickness $W$ with both faces absorbing, a vacancy starting at depth $z$ reaches a face after a mean time $z(W-z)/2D$, whose average over depth is $W^2/12D$. For $W=200$ nm this is $168$ ms, about four times the meeting time of the pair. A vacancy in a large layer at the same site fraction has two possible partners per box volume instead of one, so it meets one in roughly half the pair's time, about $20$ ms. At $W=50$ nm the face time falls sixteenfold to about $11$ ms, and for two absorbing faces and uniform starts the periodic model no longer describes the dominant loss. If the oxide face only supplies vacancies and does not absorb them, a vacancy injected there reaches the far face after $W^2/2D$, six times longer. That is $63$ ms at $W=50$ nm, which still exceeds the meeting time. Grain boundaries may act likewise. The time depends exponentially on the barrier: a change of $0.10$ eV alters it by a factor of $3.2$. A short-range pair interaction of $0.05$ eV would change an affected hop rate by a factor of $1.8$. Tunnelling matters little: the leading factor $1+(h_P\nu/k_BT)^2/24$, with $h_P$ Planck's constant and the attempt rate used for $\nu$, is $1.01$.

The result is a meeting time, not a rate of stable pair formation. Either member of a touching pair can leave by five hops. With a binding energy $B$ that acts only in contact, the pair first breaks at rate $10g\,e^{-B/k_BT}$, so an unbroken contact lasting $40$ ms on average needs $B=1.0$ eV. A broken pair often touches again, so lasting separation takes longer. Without formation entropy, thermal vacancies alone would reach the chosen site fraction at a formation energy of $1.02$ eV. At a higher energy their background is smaller, and the chosen fraction presumes injection.
